\section*{Linear Tunnel-Conductance Response of a Sensor with Crossed Magnetic Axes}

\section*{The problem}

A magnetic tunnel junction has two ferromagnetic layers separated by a thin insulator. The reference layer is magnetized rigidly along $+x$. The sensing layer has volume $V$, magnetization $M$ and unit magnetization vector $\mathbf m$. Its easy axis is $y$, its film normal is $z$, and the field $B$ to be measured points along $x$, transverse to the easy axis.

The sensing layer is taken as uniformly magnetized. At first the axes are exactly perpendicular, the layers do not interact, and thermal motion is absent. The algebra is in Hartree atomic units: $\hbar=e=m_e=1$, the Bohr magneton is $1/2$, and $\mu_0=4\pi\alpha^2$, with $\alpha$ the fine-structure constant. Conductance is then in units of $e^2/\hbar$.

\section*{(a) Where does the magnetization point?}

\textit{Write the energy density of the sensing layer and find its global minimum for every $B$.}

\textbf{Solution.} Three terms depend on $\mathbf m$. The uniaxial anisotropy, with constant $K>0$, gives $-Km_y^2$. A thin film magnetized along its normal has the internal field $-\mu_0Mm_z$, which costs $Dm_z^2$ with $D=\mu_0M^2/2=2\pi\alpha^2M^2$. The applied field contributes $-MBm_x$. Hence
\begin{equation}
u=-Km_y^2+Dm_z^2-MBm_x .
\end{equation}
Since $|\mathbf m|=1$, we may substitute $m_y^2=1-m_x^2-m_z^2$:
\begin{equation}
u=-K+Km_x^2+(K+D)m_z^2-MBm_x .
\end{equation}
Define $B_K=2K/M$ and $b=B/B_K$, so that $MB=2Kb$. Completing the square gives
\begin{equation}
u=K(m_x-b)^2+(K+D)m_z^2-K-Kb^2 .
\label{square}
\end{equation}
The last two terms do not depend on $\mathbf m$, and the first two cannot be negative. If $|b|\le1$, both vanish at
\begin{equation}
m_x=\frac{B}{B_K},\qquad m_z=0,\qquad m_y=\pm\sqrt{1-b^2}.
\label{mx}
\end{equation}
If $|b|>1$, the closest that $m_x$ can come to $b$ is $\pm1$, with the sign of $B$. Then $m_z=0$ as well, and the layer is saturated.

The response is linear because the anisotropy cost is quadratic in $m_x$ while the field energy is linear in it. The angle from the easy axis, $\arcsin b$, is not linear in the field. The two states in (\ref{mx}) have equal energy and equal $m_x$.

\section*{(b) How does the conductance depend on the angle?}

\textit{Let $\varphi$ be the angle between the two magnetizations. Find the low-bias conductance for weak tunnelling that conserves spin.}

\textbf{Solution.} Let $\rho_{L\sigma}$ and $\rho_{R\sigma}$ be the densities of states at the Fermi level, with $\sigma$ measured along each layer's own magnetization. Assume one tunnelling matrix element $t$ for all states. A small voltage $U$ opens an energy window holding $\rho_{L\sigma}U$ electrons. By the golden rule, each enters spin state $\sigma'$ on the right at the rate $2\pi|t|^2|\langle\sigma|\sigma'\rangle|^2\rho_{R\sigma'}$. Dividing the current by $U$,
\begin{equation}
G=2\pi|t|^2\sum_{\sigma\sigma'}|\langle\sigma|\sigma'\rangle|^2\rho_{L\sigma}\rho_{R\sigma'} .
\end{equation}
Rotating the spin axis by $\varphi$ gives $|{\uparrow'}\rangle=\cos\frac\varphi2|{\uparrow}\rangle+\sin\frac\varphi2|{\downarrow}\rangle$. The squared overlap is therefore $\cos^2(\varphi/2)$ for like spins and $\sin^2(\varphi/2)$ for unlike spins.

Write $\rho_{\uparrow,\downarrow}=\rho(1\pm P)/2$ in each layer, where $\rho$ is the total density and $P$ the polarization. The like-spin products add up to
\begin{equation}
\frac{\rho_L\rho_R}{4}\left[(1+P_L)(1+P_R)+(1-P_L)(1-P_R)\right]
=\frac{\rho_L\rho_R}{2}(1+P_LP_R).
\end{equation}
The unlike-spin products give the same expression with $P_LP_R\to-P_LP_R$. With $p=P_LP_R$ and $\cos^2(\varphi/2)-\sin^2(\varphi/2)=\cos\varphi$,
\begin{equation}
G=G_0(1+p\cos\varphi),\qquad G_0=\pi|t|^2\rho_L\rho_R .
\label{cosine}
\end{equation}
Thus $G_0$ is the conductance at perpendicular magnetizations.

Weak tunnelling matters here, since the golden rule keeps only the lowest order in $|t|^2$. As a test, the full transmission was computed for two identical exchange-split atomic chains joined by one bond. A pure cosine makes the mean of the parallel and antiparallel values equal to the perpendicular value. The relative departure from this was $1.3\times10^{-6}$ for a bond of $0.01$ times the hopping within the chains, and $0.026$ for a bond equal to that hopping. These values hold for spin bands shifted by $\mp0.6$ hopping and a Fermi level $1.2$ hoppings below the unsplit band centre. The strong-bond departure depends heavily on these choices. With the same shift it is about $0.002$ with the Fermi level at the centre and about $0.13$ with it $1.35$ hoppings below, close to the edge of one spin band.

\section*{(c) What is the field response?}

\textit{Combine the two results. Find the sensitivity, compare conductance with resistance, and decide what changes if the reference is turned parallel to the easy axis.}

\textbf{Solution.} The reference points along $x$, so $\cos\varphi=m_x$. From (\ref{mx}) and (\ref{cosine}),
\begin{equation}
G(B)=G_0\left(1+P_LP_R\frac{B}{B_K}\right),\qquad |B|\le B_K .
\label{linear}
\end{equation}
Beyond this range $G$ stays at $G_0(1\pm p)$. The sensitivity is
\begin{equation}
\frac{dG}{dB}=\frac{G_0P_LP_R}{B_K}=\frac{G_P-G_{AP}}{2B_K},
\end{equation}
where $G_P=G_0(1+p)$ and $G_{AP}=G_0(1-p)$ belong to parallel and antiparallel layers. Both states $m_y=\pm\sqrt{1-b^2}$ give the same $G$. A softer layer (smaller $K$ at fixed $M$) is more sensitive, but its range $\pm B_K$ shrinks in proportion.

Equation (\ref{linear}) was tested by minimizing the energy numerically over all directions at seven fields from $-1.3B_K$ to $1.3B_K$, then inserting each angle into the full transmission of two chains with polarizations $0.373$ and $0.629$ and bond $0.01$. The results agreed with the linear law and its saturation to within one part in a thousand.

\textit{Resistance.} With $R_0=1/G_0$ we have $R=R_0/(1+pb)$, whose tangent at zero field is $R_0(1-pb)$. The difference is
\begin{equation}
\frac{R_0}{1+pb}-R_0(1-pb)=R_0\frac{1-(1-p^2b^2)}{1+pb}
=R_0\frac{p^2b^2}{1+pb}.
\label{resistance}
\end{equation}
A circuit that fixes the voltage and reads the current therefore keeps the linearity of $G$. One that fixes the current and reads the voltage acquires the curvature of $R$.

\textit{Parallel axes.} If the reference points along $+y$ instead, the sensing layer still obeys (\ref{mx}), but now $\cos\varphi=m_y$ and
\begin{equation}
G=G_0\left(1\pm p\sqrt{1-b^2}\right)\simeq G_0\left[1\pm p\left(1-\tfrac12b^2\right)\right].
\end{equation}
The slope vanishes at zero field and the sign of $B$ is lost. The two easy directions now have different conductances, which suits a memory cell rather than a linear sensor.

\section*{(d) Numbers for a disc-shaped sensor}

\textit{Take $M=100$ Bohr magnetons per nm$^3$, $K=3.0\times10^{-5}$ eV/nm$^3$, a disc of diameter $4000$ nm and thickness $2.0$ nm, $P_L=P_R=0.60$, a resistance-area product of $10^4\ \Omega\,\mu$m$^2$ at perpendicular magnetizations, and a bias of $20$ mV. Evaluate the response.}

\textbf{Solution.} The field scale is
\begin{equation}
B_K=\frac{2\times3.0\times10^{-5}\ \mathrm{eV/nm^3}}{100\ \mu_B/\mathrm{nm^3}}
=10.37\ \mathrm{mT}=4.41\times10^{-8}\ \text{a.u.}
\end{equation}
The ratio $D/K=112$ shows how firmly the magnetic charge on the film's faces holds $\mathbf m$ in its plane. An interface effect that opposes this is considered in (g). The disc area is $12.57\ \mu$m$^2$, so $G_0=12.57/10^4$ S $=1257\ \mu$S. With $p=0.60^2=0.36$,
\begin{equation}
\frac{dG}{dB}=\frac{1257\times0.36}{10.37}\ \frac{\mu\mathrm S}{\mathrm{mT}}
=43.6\ \frac{\mu\mathrm S}{\mathrm{mT}}=4.21\times10^{7}\ \text{a.u.}
\end{equation}
At 20 mV this is a signal of $0.87\ \mu$A/mT. The conductance is $1038$, $1257$ and $1475\ \mu$S at $-5$, $0$ and $+5$ mT: equal steps of $218\ \mu$S. At $\pm12$ mT the layer is saturated, with $1709$ and $804\ \mu$S.

The tunnel magnetoresistance is $(R_{AP}-R_P)/R_P=2p/(1-p)=0.72/0.64=112.5\%$. At $+5$ mT, $pb=0.36\times0.482=0.174$, and (\ref{resistance}) gives $0.174^2/1.174$: the resistance lies $2.6\%$ of $R_0$ above its tangent.

\section*{(e) What if the axes are not quite perpendicular?}

\textit{Tilt the easy axis by a small angle $\delta>0$ from $y$ towards $x$. Follow slow field sweeps from both saturations to zero. Then add a constant hold field $B_h$ along $+y$ and find when it removes the hysteresis at zero field, and what it costs.}

\textbf{Solution.} Keep $\mathbf m$ in the film plane at angle $\theta$ from $y$ towards $x$, so $m_x=\sin\theta$. With $\eta=B_h/B_K$, the energy density divided by $K$, up to a constant, and its slope are
\begin{align}
w&=\sin^2(\theta-\delta)-2b\sin\theta-2\eta\cos\theta,\\
w'&=\sin2(\theta-\delta)-2b\cos\theta+2\eta\sin\theta .
\label{slope}
\end{align}
In a slow sweep $\theta$ moves downhill, against the sign of $w'$.

First set $\eta=0$. At $\theta=\pi/2$ the slope is $\sin2\delta>0$, so on leaving positive saturation $\theta$ decreases and ends at the minimum $\theta=\delta$. At $\theta=-\pi/2$ the slope is again $\sin2\delta>0$. Leaving negative saturation, $\theta$ decreases further and ends at $-\pi+\delta$. The final values are $m_x=+\sin\delta$ and $m_x=-\sin\delta$, so a loop of width $2\sin\delta$ opens. For $\delta=1^\circ$ it is $0.035$.

With the hold field, the slope at $\theta=-\pi/2$ becomes $\sin2\delta-2\eta$. The field $b$ drops out because $\cos\theta=0$ there, so this sign holds throughout the sweep. If it is negative, $\theta$ increases and the layer enters the same branch, $m_y>0$, as from the other side. The condition is
\begin{equation}
B_h>\tfrac12B_K\sin2\delta ,
\end{equation}
which is $0.18$ mT here. A hold field of $1.0$ mT suffices. At $b=0$ and small angles, (\ref{slope}) gives $2(\theta-\delta)+2\eta\theta=0$, so an offset $m_x\simeq\delta/(1+\eta)=0.016$ remains.

The cost appears most simply at $\delta=0$. With $s=\sin\theta$ and $\cos\theta=\sqrt{1-s^2}>0$, dividing $w'=0$ by $2\cos\theta$ gives
\begin{equation}
s\left(1+\frac{\eta}{\sqrt{1-s^2}}\right)=b .
\end{equation}
Expand $1/\sqrt{1-s^2}\simeq1+s^2/2$ and divide by $1+\eta$. With $b'=B/(B_K+B_h)$ and $h=B_h/(B_K+B_h)$, this reads $s+hs^3/2=b'$, so to third order
\begin{equation}
m_x\simeq b'-\tfrac12h\,b'^3 .
\end{equation}
The hold field stiffens the layer and adds a cubic term, which is small only at low fields. With $B_h=1.0$ mT and the values of (d), $m_x$ lies $1\%$ below $b'$ at 5 mT. At 10 mT it lies $6\%$ below, nearly twice what the cubic term gives, so the expansion no longer suffices there. The sensitivity at zero field falls from $43.6$ to $39.8\ \mu$S/mT, a loss of about $9\%$.

\section*{(f) How large is the thermal magnetic noise?}

\textit{At temperature $T$, find the mean and variance of $m_x$ within one energy well, without tilt or hold field.}

\textbf{Solution.} The Boltzmann weight is $\exp(-Vu/k_BT)$, and the area element on the unit sphere is $dm_x\,dm_z/|m_y|$. Since $m_z$ is held close to zero, $|m_y|\simeq\sqrt{1-m_x^2}$, and the integral over $m_z$ is a constant factor. From (\ref{square}),
\begin{equation}
W(m_x)\propto\frac{1}{\sqrt{1-m_x^2}}
\exp\left[-\frac{(m_x-b)^2}{2\sigma^2}\right],\qquad
\sigma^2=\frac{k_BT}{2KV}.
\end{equation}
For $\sigma\ll1-|b|$ the prefactor varies little across the Gaussian. Its logarithmic slope at $b$ is $b/(1-b^2)$. Multiplying a Gaussian by $e^{ax}$ shifts its mean by $a\sigma^2$, so to leading order
\begin{equation}
\langle m_x\rangle\simeq b+\frac{\sigma^2b}{1-b^2},\qquad
\mathrm{var}\,m_x\simeq\sigma^2 .
\end{equation}
The expansion fails near saturation.

Here $KV=754$ eV and, at 300 K, $k_BT=0.02585$ eV, so $KV/k_BT=29165$ and $\sigma=0.0041$. The equivalent field noise is $\sigma B_K=0.043$ mT rms, summed over all frequencies. The share inside a circuit's bandwidth depends on the noise spectrum, which equilibrium statistics do not supply. The shift of the mean is of order $\sigma^2\approx2\times10^{-5}$ at moderate $b$, so linearity survives. At fixed $K$, $M$ and $T$, the rms field noise grows as $V^{-1/2}$ when the sensor is made smaller.

\section*{(g) What else does a real junction do?}

\textit{Estimate the main effects left out, and set the example beside real devices.}

\textbf{Solution.} \textit{Coupling.} An interlayer energy $-J_cm_x$ per area acts as an extra field $B_c=J_c/(Mt_f)$, where $t_f$ is the film thickness. For a rough $J_c=10^{-5}$ eV/nm$^2$, $B_c=0.86$ mT. This shifts the zero of the sensor without changing its slope. The coupling also acts on the reference, since for a reference direction $\mathbf n$ its energy is $-J_c\,\mathbf m\cdot\mathbf n$. At zero measured field $\mathbf m$ lies near $+y$, so the coupling and the hold field both pull the reference towards $+y$. If a pinning field of roughly 100 mT holds the reference, and both layers have equal moment per area, these two alone would turn it by about $(0.86+1.0)/100=0.019$ rad. The stray field of the sensing layer points along $-y$ at the reference and opposes them. For equal moments it averages $1.2$ mT, like the reverse effect estimated below, and reduces the rotation to about $0.007$ rad. Near zero field this adds about $0.007$ to $\cos\varphi$, less than half the offset from the tilt in (e). The estimate treats the reference as a single layer.

\textit{Rim charge.} A disc magnetized along $x$ carries magnetic charge $Mt_f\cos\phi$ per length of rim, where $\phi$ is the angle around the disc from $x$. For radius $R_d$ and diameter $d=2R_d$, the field at the centre opposes $\mathbf m$ and has size
\begin{equation}
\frac{\mu_0}{4\pi}\int_0^{2\pi}\frac{Mt_f\cos^2\phi}{R_d^2}R_d\,d\phi
=\frac{\mu_0Mt_f}{4R_d}=\frac{\mu_0Mt_f}{2d}=0.29\ \mathrm{mT}.
\end{equation}
For uniform $\mathbf m$ this field turns with $\mathbf m$, so the energy has no preferred in-plane direction. Close to the rim, where the charge is largest, the rim acts as a straight charged line with field $\mu_0Mt_f/(2\pi r)$ at distance $r$. This equals $B_K$ at $r=36$ nm. Uniform magnetization is thus least secure in a narrow edge band.

The reference layer has rim charge too. If its moment per area equals that of the sensing layer, its stray field averages about $1.2$ mT over the sensing layer and points along $-x$. This is as important as the coupling. The estimates here assume that the stray field is cancelled, which is commonly done by adding an oppositely magnetized layer next to the reference.

\textit{Current and bias.} The barrier field is $20\ \mathrm{mV}/1.5\ \mathrm{nm}=0.13$ MV/cm, far below a rough breakdown field of 10 MV/cm. At perpendicular magnetizations the current through the barrier is $I=25\ \mu$A. Its own magnetic field is largest at the rim, where it is $0.0025$ mT. Two strip leads as wide as the disc, carrying this current in opposite directions above and below the junction, can add up to about $\mu_0I/d=0.008$ mT. The spin-torque field is estimated at $0.0002$ mT. With parallel layers the current, and with it its magnetic field, is larger by the factor $1+p=1.36$. A one-dimensional WKB estimate, with a rough barrier of 1.0 eV and mass $0.4\,m_e$, raises $G_0$ by $3\%$ between 0 and 300 K and by less than $0.1\%$ at the working bias. These rough barrier values are not fitted to the resistance-area product in (d): at 1.5 nm they give only about $10^3\ \Omega\,\mu$m$^2$. Reaching $10^4\ \Omega\,\mu$m$^2$ would take about 1.8 nm, where the thermal rise is about $4\%$. If the magnetoresistance falls linearly to half at a rough 0.5 V, its relative loss at 20 mV is $2\%$.

\textit{The real case.} The parameters are rough values in the regime of cobalt-iron-boron/magnesium-oxide junctions. Their large magnetoresistance arises mainly because the crystalline barrier favours electron states of a particular symmetry, which the single matrix element in (b) leaves out. For such junctions $P$ should be read as an effective tunnelling polarization, not as that of the densities of states. The cosine form itself survives as long as tunnelling is weak and conserves spin. Whatever the matrix elements, the like-spin rates carry $\cos^2(\varphi/2)$ and the unlike-spin rates carry $\sin^2(\varphi/2)$, so $G=G_0(1+p\cos\varphi)$ with $p=(G_P-G_{AP})/(G_P+G_{AP})$. Writing $p$ as $P_LP_R$ further assumes that the spin-resolved rates are a product of one factor for each electrode. The interface with magnesium oxide also favours magnetization along the film normal. If this lowers the energy by $K_im_z^2$ per area, $D$ is replaced by $D-K_i/t_f$. The linear law (\ref{mx}) then requires $K_i<(K+D)t_f$, which is $1.1$ mJ/m$^2$ here. Real interfaces can reach this order, so a sensing layer with these parameters may have to be thicker than $2$ nm to stay magnetized in its plane. A magnetoresistance near $110\%$ is modest for that system, where well-prepared junctions can exceed $200\%$. Real devices break the assumptions of perfect alignment and zero coupling. In this example, with the stray field of the reference cancelled, that means an offset of roughly a millitesla and, once a hold field is added, a sensitivity lower by about $9\%$. Real layers can also break into domains. The single-domain model gives no size for that error, so its linear range should be read as a design estimate for a layer kept uniform. The remaining values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough typical values)
magnetization: 100 Bohr magnetons/nm^3
anisotropy constant K: 3.0e-05 eV/nm^3
sensing layer thickness: 2.0 nm
disc diameter: 4000 nm
polarization of each electrode: 0.60
resistance-area product: 10000 ohm um^2
bias: 20 mV; temperature: 300 K
barrier: 1.5 nm, 1.0 eV, mass 0.4 m_e
RESULTS
B_K: 10.366 mT = 4.4099e-08 a.u.
thin-film ratio D/K: 112.4
G0: 1256.6 uS; P_L*P_R: 0.36; TMR: 112.5 %
G at -12 mT: 804.2 uS
G at -5 mT: 1038.4 uS
G at +0 mT: 1256.6 uS
G at +5 mT: 1474.9 uS
G at +12 mT: 1709.0 uS
sensitivity: 43.64 uS/mT = 4.2144e+07 a.u.
current signal: 0.873 uA/mT
R departure from tangent at 5 mT: 2.57 % of R0
MODEL TESTS
chain polarizations: 0.373, 0.629
cosine departure, bond 0.01: 1.3e-06
cosine departure, bond 1: 0.0259
NEGLECTED EFFECTS
easy-axis tilt (rough): 1.0 degree
zero-field loop opening in m_x: 0.0349
hold field needed: 0.181 mT; used: 1.0 mT
sensitivity with hold field: 39.80 uS/mT
offset m_x with hold field: 0.0159
interlayer coupling (rough): 1.0e-05 eV/nm^2
coupling field: 0.864 mT
reference pinning field (rough): 100 mT
reference rotation: 0.0186 rad
KV: 754.0 eV; kT: 0.02585 eV; KV/kT: 29165
thermal rms m_x: 0.00414
thermal rms field, full bandwidth: 0.0429 mT
rim-charge field at centre: 0.291 mT
rim field equals B_K at: 35.8 nm from rim
spin-torque field: 0.000213 mT
largest field of the current: 0.00251 mT
barrier field: 0.133 MV/cm
breakdown field (rough): 10 MV/cm
barrier field / breakdown field: 0.0133
thermal rise of G0 above 0 K (WKB): 2.95 %
bias rise of G0 (WKB): 0.044 %
TMR half-voltage (rough): 0.5 V
relative TMR loss at bias: 2.0 %
\end{verbatim}
